# Egg-box forces from real-space projectors, and how filtering suppresses them

## Result

A localized projector is summed on a grid of spacing $h$, against a wavefunction containing only wavenumbers $|G|<G_c<\pi/h$. Let $K=2\pi/h$. The sum differs from the true integral only through projector components beyond

$$\Gamma=K-G_c .$$

When the first pair of aliases ($m=\pm1$ below) dominates, these make the energy of an atom at $R$ vary, to first order, as

$$E(R)\simeq E_0+A\cos KR,\qquad F(R)\simeq KA\sin KR , \tag{1}$$

although a lone atom in an empty cell should feel no force. Since $\Gamma>\pi/h$, being beyond the grid cutoff $\pi/h$ is not enough to do harm: components between $\pi/h$ and $\Gamma$ have no effect. King-Smith filtering and a mask function both use the free band $G_c<|q|<\Gamma$ to make the components beyond $\Gamma$ small while keeping the projector short-ranged. In the example below, either one reduces the energy ripple by a factor of several thousand.

## The model

The cell has length $L$ and points $x_j=jh$, with $h=L/N$. The algebra is in atomic units. One electron occupies the lowest state of the generalized problem $Hc=ESc$, with

$$H=T+D|p\rangle\langle p|,\qquad S=1+Q|p\rangle\langle p|,\qquad c^\dagger Sc=1 .$$

This is the projector part of a PAW or ultrasoft Hamiltonian with one channel. There is no local potential and no density-dependent term, so any ripple comes from the projector. The kinetic energy is diagonal in plane waves and involves no grid sum.

The projector $p(x-R)$ is real, even and normalized, with range $r_c<L/2$ and transform $\hat p(q)=\int p(x)\cos qx\,dx$. Its grid overlap with a normalized plane wave is

$$b_G=\frac{h}{\sqrt L}\sum_j p(x_j-R)\,e^{-iGx_j}.$$

## Contribution 1: the true projection and its aliases

Poisson summation states that $h\sum_j f(x_j)=\sum_m\int f(x)e^{-imKx}dx$. With $f=p(x-R)e^{-iGx}$ and the shift $x\to x+R$,

$$b_G=\frac1{\sqrt L}\sum_m \hat p(G+mK)\,e^{-i(G+mK)R}. \tag{2}$$

The term $m=0$ is the true projection. Alone, it gives no ripple: writing $c_G=a_Ge^{-iGR}$ removes $R$ from the eigenvalue problem, because $T$ is diagonal in $G$.

The terms $m\neq0$ are aliases. On the grid, $e^{i(G+mK)x_j}=e^{iGx_j}$, so the sum cannot tell these waves apart. Their wavenumbers satisfy $|G+mK|\ge K-|G|>\Gamma$, which is the threshold stated above.

Two deletions test this cause. Removing the components $G_c<|q|<\Gamma$ from the projector changes the overlaps by $6\times10^{-17}$. Removing those beyond $\Gamma$ leaves an energy ripple of $3\times10^{-13}$ eV. Both are at rounding level.

The second deletion is not a practical cure. The transform of a nonzero function of finite range is analytic in $q$, so it cannot vanish over a whole interval. In one cell only the discrete wavenumbers $G+mK$ matter, but over cells of all sizes at fixed $h$ they fill whole intervals densely. A short-ranged projector meant for any cell can therefore have small aliases, but not zero ones.

## Contribution 2: the energy ripple and the false force

Varying $c^\dagger(H-ES)c=0$, the terms in $\delta c$ vanish because $(H-ES)c=0$. With $c^\dagger Sc=1$ this leaves

$$\delta E=c^\dagger(\delta H-E\,\delta S)c=(D-EQ)\,\delta|P|^2,\qquad P=\sum_G b_G^*c_G , \tag{3}$$

where $\delta|P|^2$ is taken at fixed $c$. The overlap matrix therefore changes the effective strength from $D$ to $D-EQ$.

For the $m=0$ problem the coefficients $a_G$ can be chosen real. They are also even: an odd state has no overlap with $p$ and cannot have negative energy, whereas the state here is bound. Inserting (2),

$$P=\frac1{\sqrt L}\sum_m e^{imKR}\sum_G a_G\,\hat p(G+mK).$$

The $m=0$ part is $P_0$. Replacing $G$ by $-G$ shows that $m=1$ and $m=-1$ have equal sums, so together they give

$$\delta P=2\sigma\cos KR,\qquad \sigma=\frac1{\sqrt L}\sum_G a_G\,\hat p(G+K).$$

To first order $\delta|P|^2=2P_0\,\delta P$, and hence

$$A=4(D-E_0Q)P_0\,\sigma . \tag{4}$$

One factor 2 comes from the square and the other from the pair $m=\pm1$. Each further pair $\pm m$ adds a term in $\cos mKR$ at the same order, with $\hat p(G+mK)$ in place of $\hat p(G+K)$, and (1) assumes these terms are smaller. They need not be: $\hat p$ oscillates, so $\sigma$ can pass through zero. In the example below the second harmonic is $-4.0$ meV against 36.9 meV for the first, but with $r_c=1.21$ Å instead of 1 Å the second exceeds the first. Differentiating (1) supplies the factor $K$ in the force, so a small energy error can become a large force error.

The force at any order follows from (3):

$$F=-(D-EQ)\,2\,\mathrm{Re}\!\left[P^*\frac{\partial P}{\partial R}\right]_c .$$

It is the correct derivative of the grid energy. For the raw projector the false force is therefore a property of that energy, not a mistake in differentiation.

### Numbers for the raw projector

The parameters are round model values: $L=12$ Å, $N=40$, $h=0.3$ Å, $D=-25$ eV, $Q=0.2$, and $p\propto(1-x^2/r_c^2)^2$ inside $r_c=1$ Å. There are 25 plane waves, with $G_c=6.545$ Å$^{-1}$ placed halfway between two allowed wavenumbers. Then $K=20.944$ Å$^{-1}$ and

$$\Gamma=20.944-6.545=14.399\ \text{Å}^{-1},$$

compared with a grid cutoff of $10.472$ Å$^{-1}$.

The true projection gives $E_0=-15.264$ eV and $P_0=0.8693$. The effective strength is $-25+15.264\times0.2=-21.947$ eV. With $\sigma=-4.830\times10^{-4}$,

$$A=4(-21.947)(0.8693)(-4.830\times10^{-4})\ \text{eV}=36.9\ \text{meV}.$$

The first harmonic of the diagonalized energies is also 36.9 meV. The corresponding force amplitude is $20.944\times0.03686=0.772$ eV/Å.

The complete scan, at 64 positions within one grid spacing, has a peak-to-peak energy ripple of 73.2 meV ($2.69\times10^{-3}$ hartree). Its largest false force at these positions is 0.93 eV/Å, above $KA$, because aliases with larger $|m|$ add harmonics whose forces carry an extra factor $|m|$. The true maximum, 0.945 eV/Å, lies between the samples, at the kink where a grid point crosses $r_c$ ($R=0.1$ Å).

All first-order ripple terms average to zero over a grid spacing. The mean energy error, $-0.08$ meV, is thus a higher-order effect and is small beside the ripple.

## Contribution 3: the response to strain

In one dimension the stress is the tension $dE/dL$. Take it at fixed $N$, fixed plane-wave indices and fixed fractional position $s=R/L$. The phase $KR=2\pi Ns$ does not change, but the amplitude does:

$$\frac{dE}{dL}\simeq\frac{dE_0}{dL}+\frac{dA}{dL}\cos 2\pi Ns . \tag{5}$$

To obtain the tension directly, let $d_j=L(j/N-s)$, reduced to the nearest periodic image, and $u_j=\sum_Gc_Ge^{iGx_j}$. The latter does not depend on $L$ at fixed $c$, because $Gx_j$ contains only integers and $N$. Since $h/\sqrt L=\sqrt L/N$,

$$P=\frac{\sqrt L}{N}\sum_jp(d_j)u_j,\qquad
\left.\frac{\partial P}{\partial L}\right|_c=\frac{P}{2L}+\frac{\sqrt L}{N}\sum_j\frac{d_j}{L}\,p'(d_j)u_j .$$

Each kinetic term scales as $L^{-2}$. With $E_{\rm kin}=c^\dagger Tc$,

$$\frac{dE}{dL}=-\frac{2E_{\rm kin}}{L}+(D-EQ)\,2\,\mathrm{Re}\!\left[P^*\frac{\partial P}{\partial L}\right]_c .$$

Here $dA/dL=34.1$ meV/Å from (4), against 34.0 meV/Å from the scan. The relative sensitivity is $(L/A)\,dA/dL=12\times34.1/36.9\simeq11$: a strain of 0.1% changes the ripple amplitude by about 1.1%. Stretching moves the aliases to smaller wavenumbers. The $q^{-3}$ envelope of $\hat p$ alone would give a sensitivity of only 3; the oscillation of $\hat p$ adds about 10, because here its magnitude near $K$, where $\sigma$ is weighted most, rises steeply as $q$ decreases, and the remaining $L$ dependence of (4) takes away about 2. Not every alias component grows, so the size and sign of $dA/dL$ depend on the case. The tension ripple, with all harmonics, is 72 meV/Å peak to peak at the 64 sampled positions and about 75 meV/Å on a dense scan.

## First cure: the King-Smith filter

Construct an even function $\chi$ with

$$\hat\chi=\hat p\ \ (q<G_c),\qquad \hat\chi\ \text{free}\ \ (G_c<q<\Gamma),\qquad \hat\chi=0\ \ (q>\Gamma).$$

Before it is cut off in space, it gives the true projection and has no aliases. Use the freedom to minimize its weight outside a radius $R_0>r_c$. Since $\chi(x)=\pi^{-1}\int_0^\Gamma\hat\chi(q)\cos qx\,dq$, this weight is the total minus the part inside:

$$W=\frac1\pi\int_0^\Gamma\hat\chi^2dq-\frac1{\pi^2}\int_0^\Gamma\!\!\int_0^\Gamma\hat\chi(q)B(q,q')\hat\chi(q')\,dq\,dq',$$

$$B=\int_{-R_0}^{R_0}\cos qx\cos q'x\,dx=\frac{\sin[(q-q')R_0]}{q-q'}+\frac{\sin[(q+q')R_0]}{q+q'} .$$

Only the free band may vary. Because $B$ is symmetric, both terms of $\delta W$ acquire a factor 2, and $\delta W=0$ requires

$$\pi\hat\chi(q)=\int_0^\Gamma B(q,q')\hat\chi(q')\,dq',\qquad G_c<q<\Gamma . \tag{6}$$

This is a minimum, since $W$ is the integral of a square and hence convex.

The right side of (6), divided by $\pi$, is the transform of $\chi$ cut at $R_0$. The discarded tail $t$ therefore has no component in the free band. The projector actually used is $\chi-t$: its error is $-\hat t$ below $G_c$, and its alias components are $-\hat t$ above $\Gamma$. One small tail controls both.

For $R_0=2$ Å the tail norm $\sqrt W$, evaluated out to 60 Å, is $3.9\times10^{-6}$ relative to the unit norm of $p$. Other choices in the free band give $2.6\times10^{-4}$ (a cosine taper), $1.3\times10^{-3}$ (keeping $\hat p$) and $1.1\times10^{-2}$ (setting it to zero). Of these choices, emptying the free band abruptly gives the longest tail. The taper, which also removes components but leaves no jump in $\hat\chi$, gives a shorter tail than keeping $\hat p$, yet remains far above the optimum.

## Second cure: a mask function

Let $m(x)$ be a smooth mask of range $R_0$. Form $f=p/m$ inside $r_c$ and zero outside, discard $\hat f$ beyond a wavenumber $q_m$, transform back and multiply by $m$. The result has range $R_0$ and transform

$$\hat\chi_m(q)=\frac1{2\pi}\int_{-q_m}^{q_m}\hat f(q')\,\hat m(q-q')\,dq' .$$

Take the Kaiser–Bessel mask $m(x)=I_0\big(\beta\sqrt{1-x^2/R_0^2}\big)/I_0(\beta)$. To find its transform, integrate $e^{\beta n_x+i\kappa n_z}$ over the unit sphere. By rotational invariance, continued to complex components, the result is $4\pi\sinh w/w$ with $w=\sqrt{\beta^2-\kappa^2}$. Integrating over azimuth first gives $2\pi\int_{-1}^1I_0(\beta\sqrt{1-u^2})e^{i\kappa u}du$. Equating the two, with $\kappa=qR_0$,

$$\hat m(q)=\frac{2R_0}{I_0(\beta)}\,\frac{\sinh w}{w}.$$

For $|q|>\beta/R_0$, $w$ is imaginary and $\sinh w/w$ becomes $\sin|w|/|w|$, so $|\hat m|\le2R_0/I_0(\beta)$.

Both kinds of error involve only this weak part if $q_m-\beta/R_0=G_c$ and $q_m+\beta/R_0=\Gamma$. Adding and subtracting these conditions gives

$$q_m=\frac K2=\frac\pi h,\qquad \beta=R_0\left(\frac\pi h-G_c\right). \tag{7}$$

The first condition protects the wanted band from the discarded part of $f$. The second keeps the retained part from leaking strongly beyond $\Gamma$. Here $\beta=2(10.472-6.545)=7.85$.

## Weighing the remaining errors

| Projector | Energy ripple (meV) | Largest false force (meV/Å) | Tension ripple (meV/Å) | Mean energy error (meV) |
|---|---:|---:|---:|---:|
| Raw | 73.2 | 933 | 72 | −0.079 |
| King-Smith | 0.0077 | 0.16 | 0.022 | 0.0009 |
| Mask | 0.0088 | 0.16 | 0.022 | 0.0031 |

Ripples are peak to peak; mean errors are relative to $E_0$. All entries are taken over 64 sampled positions; a dense scan raises the force and tension extremes and the filtered energy ripples by 1 to 3% (for example 945 instead of 933 meV/Å, and 0.0079 and 0.0090 meV for the filtered ripples). At the 64 sampled positions the energy ripple falls by factors of about 9500 and 8400; the filtered energies have steps, described below, so these factors depend on the sampling: a dense scan gives about 9200 and 8100, and 32 positions give values about 10% above those at 64. At the wavenumbers $G+K$ of this cell, the largest first-alias component falls from $4.2\times10^{-3}$ to $3.3\times10^{-6}$ Å$^{1/2}$ with King-Smith filtering, and to $3.7\times10^{-6}$ Å$^{1/2}$ with the mask. The price is a change in the wanted band of at most $4\times10^{-6}$ Å$^{1/2}$ at the wavenumbers used, compared with $\hat p(0)=1.18$ Å$^{1/2}$. Over the continuous bands, which matter for cells of other sizes, the King-Smith errors are larger: up to $7\times10^{-6}$ Å$^{1/2}$ below $G_c$ and $1.1\times10^{-5}$ Å$^{1/2}$ above $\Gamma$, while those of the mask stay near $4\times10^{-6}$ Å$^{1/2}$.

Halving $h$ with the raw projector leaves an energy ripple of 8.0 meV and a largest force of 214 meV/Å at the sampled positions (218 meV/Å on a dense scan). The improvement is slow because $p''$ jumps at $r_c$, which makes the envelope of $\hat p$ fall only as $q^{-3}$. Filtering on the original grid does far better here. Either route doubles the mean number of points in range, from 6.7 to 13.3. In three dimensions, doubling a spherical radius or halving $h$ would multiply the number by eight.

The cures need room. As $\pi/h\to G_c$, the free band closes and $\beta\to0$. A small $R_0$ also weakens them, since $\beta$ is proportional to $R_0$.

Cutting at $R_0$ leaves a small jump in the filtered projector. The energy therefore has steps when a grid point crosses that radius. Here they are about 0.004 meV for King-Smith and 0.007 meV for the mask: tiny beside the raw ripple, but roughly half and three quarters of the ripple that remains. The analytic force and tension, and hence those columns of the table, omit them. Finally, filtering the projectors does not remove ripple from other quantities evaluated on the grid, such as a local potential or an exchange-correlation energy. The numerical check below concerns the projector contribution alone.

## Computed results

```
cell L = 12.0 A, points N = 40, spacing h = 0.300 A
plane waves = 25, D = -25.0 eV, Q = 0.20
raw range rc = 1.0 A, filtered range R0 = 2.0 A
mean grid points in range: raw 6.7, filtered 13.3
Gc = 6.545 1/A, kinetic cutoff = 163.2 eV
grid cutoff pi/h = 10.472 1/A, K = 20.944 1/A
alias threshold Gamma = 14.399 1/A, mask beta = 7.854
p_hat(0) = 1.18322 A^0.5, p_hat(K) = -1.523e-03 A^0.5
grid sum minus alias series, largest = 6.1e-14
change on deleting Gc<|q|<Gamma = 6.1e-17
energy ripple on deleting |q|>Gamma = 2.8e-13 eV
exact-projection energy E0 = -15.26414 eV, P0 = 0.86931
effective strength D-E0*Q = -21.9472 eV
alias sum L^-0.5 sum a_G p_hat(G+K) = -4.8296e-04
A: first order 36.8572 meV, from scan 36.8622 meV
K*A: first order 0.77194 eV/A, from scan 0.77186 eV/A
dA/dL: first order 34.0710 meV/A, from scan 34.0366 meV/A
tail norm outside R0, King-Smith: 3.869e-06
tail norm outside R0, free band kept as in p: 1.298e-03
tail norm outside R0, free band set to zero: 1.130e-02
tail norm outside R0, cosine taper: 2.642e-04
King-Smith equation, largest residual = 1.3e-14 A^0.5
largest first-alias component, raw: 4.233e-03 A^0.5
largest first-alias component, King-Smith: 3.285e-06 A^0.5
largest first-alias component, mask: 3.660e-06 A^0.5
largest in-band change, King-Smith: 1.809e-06 A^0.5
largest in-band change, mask: 3.522e-06 A^0.5
raw: energy ripple peak to peak = 73.23954 meV
raw: largest false force = 933.3305 meV/A
raw: tension ripple p-p = 72.35265 meV/A
raw: mean energy minus E0 = -0.07869 meV
King-Smith: energy ripple peak to peak = 0.00770 meV
King-Smith: largest false force = 0.1558 meV/A
King-Smith: tension ripple p-p = 0.02214 meV/A
King-Smith: mean energy minus E0 = 0.00092 meV
mask: energy ripple peak to peak = 0.00875 meV
mask: largest false force = 0.1624 meV/A
mask: tension ripple p-p = 0.02206 meV/A
mask: mean energy minus E0 = 0.00312 meV
King-Smith: energy ripple reduced by factor 9510
mask: energy ripple reduced by factor 8368
raw, h/2: energy ripple p-p = 8.0418 meV
raw, h/2: largest false force = 214.463 meV/A
raw energy ripple p-p = 2.692e-03 hartree
```
